# Thermal hopping and tunnelling of a silicon self-interstitial: the crossover temperature: verification in Python

```python
"""Thermal-to-tunnelling crossover of a silicon self-interstitial.

Result under test: T_c = hbar*omega_b/(2*pi*k_B), omega_b = 2*pi*nu_b.
nu_b: ordinary frequency of the unstable barrier mode; V0: barrier height.
Scaled energies are in hbar*omega_b, scaled lengths in sqrt(hbar/(m*omega_b)).
u = hbar*omega_b/(k_B*T); kappa = quantum flux / classical flux.
The finite barrier is one period of a cosine with equal well and top frequencies.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.linalg import eigvalsh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ellipe, ellipk

nu_b = 5.0e12
barrier_eV = 0.3
mass_u = 28.085
lattice_A = 5.43
omega_b = 2*np.pi*nu_b
quantum_J = const.hbar*omega_b
quantum_eV = quantum_J/const.e
T_c = quantum_J/(2*np.pi*const.k)
v0 = barrier_eV/quantum_eV
mass = mass_u*const.atomic_mass


def inverse_temperature(T):
    return quantum_J/(const.k*T)


def wave_transmission(potential, edge, energy, edge_slope):
    """Integrate an outgoing wave from right to left; return transmission."""
    p2 = 2*(energy-potential(edge))
    p = np.sqrt(p2)
    q_right = -edge_slope/(2*p2)
    sol = solve_ivp(
        lambda y, f: [f[1], 2*(potential(y)-energy)*f[0]],
        (edge, -edge), np.array([1, 1j*p-q_right], dtype=complex),
        method="DOP853", rtol=1e-10, atol=1e-12)
    assert sol.success
    psi, dpsi = sol.y[:, -1]
    incoming = (psi+(dpsi-q_right*psi)/(1j*p))/2
    return 1/abs(incoming)**2


def cosine_exponent(energy, height):
    q = (height-energy)/height
    return 8*height*(ellipe(q)-(1-q)*ellipk(q))


def action_quadrature(energy, height):
    """Round-trip tunnelling action from its defining integral."""
    k = np.sqrt(2/height)
    turn = np.arccos(np.clip(2*energy/height-1, -1, 1))/k

    def integrand(theta):
        y = turn*np.sin(theta)
        v = height*(1+np.cos(k*y))/2
        return np.sqrt(max(2*(v-energy), 0))*turn*np.cos(theta)
    return 4*quad(integrand, 0, np.pi/2, epsabs=1e-10, epsrel=1e-10)[0]


def parabolic_kappa(u):
    return (u/2)/np.sin(u/2)


def finite_kappa(u, height):
    energy = np.linspace(1e-9, height+40/u, 40001)
    exponent = cosine_exponent(energy, height)
    integrand = np.exp(-u*(energy-height)-np.logaddexp(0, exponent))
    return u*simpson(integrand, x=energy)


def hop_rate(u, height):
    """Semiclassical rate with a quantum harmonic well partition function."""
    return (nu_b/u*2*np.sinh(u/2)*finite_kappa(u, height)
            * np.exp(-u*height))


# Parabolic transmission and crossover slope from the wave equation.
parabola = lambda y: -y*y/2
test_energies = np.array([-1.5, -1.0, -0.3, 0.0, 0.4])
numeric_P = np.array([
    wave_transmission(parabola, 12.0, e, -12.0) for e in test_energies])
formula_P = 1/(1+np.exp(-2*np.pi*test_energies))
parabola_error = np.max(abs(numeric_P/formula_P-1))
assert parabola_error < 2e-3
log_odds = np.log(numeric_P/(1-numeric_P))
slope = (log_odds[1]-log_odds[0])/(test_energies[1]-test_energies[0])
T_wave = quantum_J/(const.k*slope)
assert abs(T_wave/T_c-1) < 1e-3

# Thermal integral and fluctuation product against the closed correction.
distance = np.linspace(-40, 40, 80001)
n = np.arange(1, 200001)
for T in (300.0, 77.0, 50.0):
    u = inverse_temperature(T)
    integral = u*simpson(
        np.exp(-u*distance-np.logaddexp(0, -2*np.pi*distance)), x=distance)
    product = np.exp(-np.sum(np.log1p(-(u/(2*np.pi*n))**2)))
    assert abs(integral/parabolic_kappa(u)-1) < 1e-5
    assert abs(product/parabolic_kappa(u)-1) < 2e-5

# Finite-barrier action, period and wave transmission.
for fraction in (0.1, 0.4, 0.8):
    e = fraction*v0
    step = 1e-3
    direct = action_quadrature(e, v0)
    assert abs(direct/cosine_exponent(e, v0)-1) < 1e-7
    derivative = -(action_quadrature(e+step, v0)
                   - action_quadrature(e-step, v0))/(2*step)
    assert abs(derivative/(4*ellipk(1-fraction))-1) < 1e-4
k_cos = np.sqrt(2/v0)
cosine = lambda y: v0*(1+np.cos(k_cos*y))/2
cosine_errors = []
for fraction in (0.5, 0.8, 1.0):
    e = fraction*v0
    exact = wave_transmission(cosine, np.pi/k_cos, e, 0.0)
    semiclassical = 1/(1+np.exp(cosine_exponent(e, v0)))
    cosine_errors.append(abs(semiclassical/exact-1))
assert max(cosine_errors) < 0.05
# Near the well bottom, semiclassics is used only for an order of magnitude.
ground_P = wave_transmission(cosine, np.pi/k_cos, 0.5, 0.0)
assert abs(np.log(ground_P)+cosine_exponent(0.5, v0)) < 1.0

# Dominant energy: direct minimization below crossover, top above it.
u30 = inverse_temperature(30.0)
q30 = brentq(lambda q: ellipk(q)-u30/4, 1e-8, 1-1e-10)
energy30 = (1-q30)*v0
minimum = minimize_scalar(
    lambda e: u30*e+action_quadrature(e, v0),
    bounds=(0.01, v0-0.01), method="bounded", options={"xatol": 1e-6})
assert minimum.success and abs(minimum.x-energy30) < 2e-3
assert energy30 > 0.5
energies = np.linspace(0.01*v0, v0, 150)
above = [2*np.pi/1.2*e+action_quadrature(e, v0) for e in energies]
assert np.argmin(above) == len(energies)-1

# Finite barriers recover the parabola when warm and regularize crossover.
u77 = inverse_temperature(77.0)
assert abs(finite_kappa(u77, v0)/parabolic_kappa(u77)-1) < 0.03
# The asymptotic law has relative corrections of order 1/sqrt(height).
assert abs(finite_kappa(2*np.pi, 400.0)/(2*np.pi*np.sqrt(400.0))-1) < 0.02

# Explicit Ohmic bath; the finite cutoff causes sub-percent errors.
damped_T = {}
for gamma in (0.2, 1.0):
    count, cutoff = 1500, 150.0
    spacing = cutoff/count
    bath = (np.arange(count)+0.5)*spacing
    coupling = bath*np.sqrt(2*gamma*spacing/np.pi)
    hessian = np.zeros((count+1, count+1))
    hessian[0, 0] = -1+np.sum((coupling/bath)**2)
    hessian[0, 1:] = coupling
    hessian[1:, 0] = coupling
    hessian[np.arange(1, count+1), np.arange(1, count+1)] = bath**2
    lowest = eigvalsh(hessian, subset_by_index=[0, 0])[0]
    mu = np.sqrt(1+gamma**2/4)-gamma/2
    assert lowest < 0 and abs(np.sqrt(-lowest)/mu-1) < 0.005
    damped_T[gamma] = mu*T_c

x_double = brentq(lambda x: x/np.sin(x)-2, 0.1, 3.0)
T_double = np.pi*T_c/x_double
length_A = 2*np.pi*np.sqrt(barrier_eV*const.e/(2*mass))/omega_b*1e10
site_A = np.sqrt(3)*lattice_A/4
curvature = mass*omega_b**2/const.e*1e-20
ground_exponent = cosine_exponent(0.5, v0)
ground_rate = nu_b*np.exp(-ground_exponent)
hour_height = brentq(
    lambda h: np.log(hop_rate(2*np.pi, h)*3600), 3.0, v0)

print(f"Barrier frequency: {nu_b/1e12:.1f} THz")
print(f"Barrier angular frequency: {omega_b:.4e} rad/s")
print(f"Barrier quantum hbar*omega_b: {quantum_eV:.5f} eV")
print(f"Crossover temperature: {T_c:.2f} K")
print(f"Crossover from wave-equation slope: {T_wave:.2f} K")
print(f"Thermal energy at crossover: {const.k*T_c/const.e:.5f} eV")
print(f"If 5e12 were rad/s, crossover: {T_c/(2*np.pi):.2f} K")
print(f"Parabolic kappa reaches two at: {T_double:.1f} K")
print(f"Rough barrier height: {barrier_eV:.2f} eV")
print(f"Barrier height / barrier quantum: {v0:.2f}")
print(f"Silicon mass: {mass_u:.3f} u")
print(f"Barrier curvature magnitude: {curvature:.2f} eV/angstrom^2")
print(f"Cosine-model hop length: {length_A:.2f} angstrom")
print(f"Rough silicon lattice constant: {lattice_A:.2f} angstrom")
print(f"Tetrahedral-site spacing: {site_A:.2f} angstrom")
for T in (300.0, 77.0, 50.0):
    u = inverse_temperature(T)
    print(f"At {T:.0f} K, u: {u:.3f}")
    print(f"At {T:.0f} K, parabolic kappa: {parabolic_kappa(u):.3f}")
    print(f"At {T:.0f} K, finite-barrier kappa: {finite_kappa(u, v0):.3f}")
    print(f"At {T:.0f} K, hopping rate: {hop_rate(u, v0):.2e} 1/s")
print(f"At T_c, finite-barrier kappa: {finite_kappa(2*np.pi, v0):.2f}")
print(f"At T_c, high-barrier estimate of kappa: {2*np.pi*np.sqrt(v0):.2f}")
print(f"At T_c, barrier / thermal energy: {2*np.pi*v0:.2f}")
print(f"At T_c, classical rate: {nu_b*np.exp(-2*np.pi*v0):.2e} 1/s")
print(f"At T_c, semiclassical rate: {hop_rate(2*np.pi, v0):.2e} 1/s")
print(f"At 30 K, dominant energy: {energy30*quantum_eV:.3f} eV")
print(f"At 30 K, dominant energy / barrier: {energy30/v0:.3f}")
print(f"At 30 K, semiclassical rate: {hop_rate(u30, v0):.2e} 1/s")
print(f"Zero-point energy: {quantum_eV/2:.5f} eV")
print(f"Ground-level tunnelling exponent: {ground_exponent:.2f}")
print(f"Ground-level rate, order only: {ground_rate:.0e} 1/s")
print(f"Barrier for one hop/hour at T_c: {hour_height*quantum_eV:.3f} eV")
for gamma, temperature in damped_T.items():
    print(f"Friction/omega_b {gamma:.1f}, crossover: {temperature:.2f} K")
print(f"Largest parabolic transmission error: {100*parabola_error:.4f} %")
print(f"Largest cosine transmission error: {100*max(cosine_errors):.2f} %")
print("every check passed")
```

Printed output:

```
Barrier frequency: 5.0 THz
Barrier angular frequency: 3.1416e+13 rad/s
Barrier quantum hbar*omega_b: 0.02068 eV
Crossover temperature: 38.19 K
Crossover from wave-equation slope: 38.19 K
Thermal energy at crossover: 0.00329 eV
If 5e12 were rad/s, crossover: 6.08 K
Parabolic kappa reaches two at: 63.3 K
Rough barrier height: 0.30 eV
Barrier height / barrier quantum: 14.51
Silicon mass: 28.085 u
Barrier curvature magnitude: 2.87 eV/angstrom^2
Cosine-model hop length: 1.44 angstrom
Rough silicon lattice constant: 5.43 angstrom
Tetrahedral-site spacing: 2.35 angstrom
At 300 K, u: 0.800
At 300 K, parabolic kappa: 1.027
At 300 K, finite-barrier kappa: 1.027
At 300 K, hopping rate: 4.81e+07 1/s
At 77 K, u: 3.116
At 77 K, parabolic kappa: 1.558
At 77 K, finite-barrier kappa: 1.548
At 77 K, hopping rate: 2.61e-07 1/s
At 50 K, u: 4.799
At 50 K, parabolic kappa: 3.551
At 50 K, finite-barrier kappa: 3.407
At 50 K, hopping rate: 2.24e-17 1/s
At T_c, finite-barrier kappa: 22.40
At T_c, high-barrier estimate of kappa: 23.93
At T_c, barrier / thermal energy: 91.16
At T_c, classical rate: 1.29e-27 1/s
At T_c, semiclassical rate: 1.06e-25 1/s
At 30 K, dominant energy: 0.107 eV
At 30 K, dominant energy / barrier: 0.356
At 30 K, semiclassical rate: 6.27e-32 1/s
Zero-point energy: 0.01034 eV
Ground-level tunnelling exponent: 108.90
Ground-level rate, order only: 3e-35 1/s
Barrier for one hop/hour at T_c: 0.136 eV
Friction/omega_b 0.2, crossover: 34.56 K
Friction/omega_b 1.0, crossover: 23.60 K
Largest parabolic transmission error: 0.0029 %
Largest cosine transmission error: 1.99 %
every check passed
```
